# Total Solute in the Muraki Profile of a Finite Well: test program

```python
"""
Result under test: the Muraki segregation profile of a finite well,
    x_n = x0 (1 - R^n)              for 1 <= n <= N,
    x_n = x0 (1 - R^N) R^(n - N)    for n > N,
sums over all layers to the deposited amount N x0 when 0 <= R < 1.

x0: supplied solute fraction per well layer;  N: number of well layers
R: fraction of available surface solute passed on to the next layer
Amounts are in monolayers (ML): one ML fills all solute sites of one layer.
The floating amount is the solute left on the surface after a layer.
"""
from fractions import Fraction as F
import math


def grow(x0, N, cap, R_well, R_cap=None, loss=0):
    """Layer-by-layer balance; returns buried, floating, available lists."""
    if R_cap is None:
        R_cap = R_well
    buried, floating, available = [], [], []
    surface = 0 * x0
    for n in range(1, N + cap + 1):
        R = R_well if n <= N else R_cap
        pool = surface + (x0 if n <= N else 0)
        buried.append((1 - R) * pool)
        surface = R * pool * (1 - loss)
        floating.append(surface)
        available.append(pool)
    return buried, floating, available


def muraki(n, x0, N, R):
    if n <= N:
        return x0 * (1 - R**n)
    return x0 * (1 - R**N) * R**(n - N)


def floating_end(x0, N, R):
    """Closed form for the floating amount at the end of the well."""
    return x0 * R * (1 - R**N) / (1 - R)


# Exact rational tests of profile, floating amount and finite-cap sum
for R in (F(0), F(1, 3), F(4, 5), F(19, 20)):
    for N in (1, 2, 7, 10):
        x0, cap = F(1, 5), 15
        b, s, p = grow(x0, N, cap, R)
        assert b == [muraki(n, x0, N, R) for n in range(1, N + cap + 1)]
        for n in range(1, N + 1):
            assert s[n - 1] == floating_end(x0, n, R)
        sN = floating_end(x0, N, R)
        assert sum(b[:N]) == N * x0 - sN
        for m in range(cap + 1):
            assert sum(b[:N + m]) == N * x0 - sN * R**m

# Explicit sum of the stated profile; the omitted tail is below 1e-20 ML
for R in (0.0, 0.3, 0.8, 0.95, 0.99):
    for N in (1, 4, 10, 33):
        terms = [muraki(n, 0.2, N, R) for n in range(1, N + 6001)]
        assert abs(math.fsum(terms) - 0.2 * N) < 1e-11
        assert abs(math.fsum(terms[N:]) - floating_end(0.2, N, R)) < 1e-11

# Complete segregation: nothing is buried and the whole deposit floats
b, s, p = grow(F(1, 5), 10, 50, F(1))
assert all(x == 0 for x in b) and s[-1] == 2
buried_R1, floating_R1 = float(sum(b)), float(s[-1])

# Worked example
x0, N, R = F(1, 5), 10, F(4, 5)
deposit = N * x0
b, s, p = grow(x0, N, 100, R)
long_cap = 3000
profile = [muraki(n, 0.2, N, 0.8) for n in range(1, N + long_cap + 1)]
well, tail = math.fsum(profile[:N]), math.fsum(profile[N:])
assert abs(well + tail - float(deposit)) < 1e-12

print("Supplied fraction x0 =", float(x0))
print("Well layers N =", N)
print("Segregation fraction R =", float(R))
print(f"Deposited amount = {float(deposit):.6f} ML")
for n in (1, 2, 5, 10, 11, 12, 15, 20, 30):
    print(f"Composition x_{n} = {float(b[n - 1]):.6f}")
print(f"Largest available surface amount = {float(max(p)):.6f} ML")
print(f"Floating amount at end of well = {float(s[N - 1]):.6f} ML")
print(f"Sum over well = {well:.6f} ML")
print(f"Sum over cap tail = {tail:.6f} ML")
print(f"Total incorporated = {well + tail:.6f} ML")
print(f"Tail share of deposit = {100 * tail / float(deposit):.2f} %")

for cap in (5, 10, 20, 40):
    inside, outside = sum(b[:N + cap]), s[N + cap - 1]
    print(f"Cap {cap} layers: buried {float(inside):.6f} ML, "
          f"floating {float(outside):.6f} ML")

# Smallest cap that buries 99 % of the deposit: direct count and formula
target = F(99, 100) * deposit
cap99 = next(m for m in range(101) if sum(b[:N + m]) >= target)
estimate = (math.log(0.01 * float(deposit) / floating_end(0.2, N, 0.8))
            / math.log(0.8))
assert cap99 == math.ceil(estimate)
print(f"Cap for 99 % burial: bound {estimate:.4f}, so {cap99} layers")

# Different segregation fraction in the cap
R2 = 0.6
b2, s2, p2 = grow(0.2, N, 1000, 0.8, R_cap=R2)
sN = floating_end(0.2, N, 0.8)
for m in range(1, 40):
    assert abs(b2[N + m - 1] - sN * (1 - R2) * R2**(m - 1)) < 1e-13
correct_total = math.fsum(b2)
naive_tail = math.fsum(0.2 * (1 - 0.8**N) * R2**m for m in range(1, 1001))
assert abs(correct_total - float(deposit)) < 1e-12
assert abs(well + naive_tail - float(deposit)) > 0.1
print("Cap segregation fraction R' =", R2)
print(f"First cap layer with R' = {b2[N]:.6f}")
print(f"Total with correct R' tail = {correct_total:.6f} ML")
print(f"Naive R' tail sum = {naive_tail:.6f} ML")
print(f"Total with naive R' tail = {well + naive_tail:.6f} ML")

# Desorption of a fraction of the floating solute after each layer
loss = 0.02
b3, s3, p3 = grow(0.2, N, 3000, 0.8, loss=loss)
fraction = math.fsum(b3) / float(deposit)
assert abs(fraction - (1 - 0.8) / (1 - 0.8 * (1 - loss))) < 1e-12
assert fraction < 1
print("Desorbed fraction per layer d =", loss)
print(f"Buried share with desorption = {100 * fraction:.2f} %")
print(f"Buried amount with desorption = {math.fsum(b3):.6f} ML")

# Order of limits: R close to one with a finite cap
b4, s4, p4 = grow(0.2, N, 50, 0.999)
print(f"R = 0.999, cap 50 layers: buried {math.fsum(b4):.6f} ML, "
      f"floating {s4[-1]:.6f} ML")
print(f"R = 1, cap 50 layers: buried {buried_R1:.6f} ML, "
      f"floating {floating_R1:.6f} ML")

print("OK")
```

Running it gives:

```
Supplied fraction x0 = 0.2
Well layers N = 10
Segregation fraction R = 0.8
Deposited amount = 2.000000 ML
Composition x_1 = 0.040000
Composition x_2 = 0.072000
Composition x_5 = 0.134464
Composition x_10 = 0.178525
Composition x_11 = 0.142820
Composition x_12 = 0.114256
Composition x_15 = 0.058499
Composition x_20 = 0.019169
Composition x_30 = 0.002058
Largest available surface amount = 0.892626 ML
Floating amount at end of well = 0.714101 ML
Sum over well = 1.285899 ML
Sum over cap tail = 0.714101 ML
Total incorporated = 2.000000 ML
Tail share of deposit = 35.71 %
Cap 5 layers: buried 1.766003 ML, floating 0.233997 ML
Cap 10 layers: buried 1.923324 ML, floating 0.076676 ML
Cap 20 layers: buried 1.991767 ML, floating 0.008233 ML
Cap 40 layers: buried 1.999905 ML, floating 0.000095 ML
Cap for 99 % burial: bound 16.0224, so 17 layers
Cap segregation fraction R' = 0.6
First cap layer with R' = 0.285640
Total with correct R' tail = 2.000000 ML
Naive R' tail sum = 0.267788 ML
Total with naive R' tail = 1.553687 ML
Desorbed fraction per layer d = 0.02
Buried share with desorption = 92.59 %
Buried amount with desorption = 1.851852 ML
R = 0.999, cap 50 layers: buried 0.108021 ML, floating 1.891979 ML
R = 1, cap 50 layers: buried 0.000000 ML, floating 2.000000 ML
OK
```
